# Zero-Wavevector Limit and Cell-Size Convergence of Screened Exchange: test program

```python
"""
Result under test (Hartree atomic units):
  The kernel erfc(omega r)/r has the transform
      v(q) = 4 pi/q^2 * (1 - exp(-q^2/(4 omega^2))),  v(0) = pi/omega^2.
  For a localized orbital in a cubic cell of edge L, the reciprocal sum for the
  exchange energy, with Q = 0 kept, differs from its infinite-cell limit by
      -1/2 * sum over R != 0 of [erfc(omega_eff R) - erfc(R/(2 s))]/R,
      1/omega_eff^2 = 1/omega^2 + 4 s^2.
Symbols: omega screening parameter, s standard deviation per axis of the
Gaussian orbital density, L cell edge, R lattice vectors of the cell,
Q reciprocal vectors of the cell. Energies are per electron, at full strength
of the screened exchange unless a mixing fraction is named.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

BOHR = const.physical_constants["Bohr radius"][0]
HARTREE = const.physical_constants["Hartree energy"][0]
MEV = HARTREE / const.e * 1000.0          # meV per hartree
ANGSTROM = BOHR * 1e10                    # angstrom per bohr
omega = 0.11
width = 1.0


def kernel(q2):
    """Closed-form transform as a function of q squared, with its q = 0 limit."""
    q2 = np.asarray(q2, dtype=float)
    safe = np.where(q2 > 0, q2, 1.0)
    value = -4 * np.pi / safe * np.expm1(-safe / (4 * omega**2))
    return np.where(q2 > 0, value, np.pi / omega**2)


def omega_eff(s):
    return 1 / np.sqrt(1 / omega**2 + 4 * s**2)


def image_interaction(R, s):
    return (erfc(omega_eff(s) * R) - erfc(R / (2 * s))) / R


def image_error(L, s):
    """Discretisation error from the derived real-space image sum."""
    n = np.arange(-6, 7)
    n2 = (n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2).ravel()
    return -0.5 * np.sum(image_interaction(L * np.sqrt(n2[n2 > 0]), s))


def energy_infinite(s):
    return -(1 / (2 * s) - omega_eff(s)) / np.sqrt(np.pi)


def energy_cell(L, s, keep_zero=True):
    """Explicit reciprocal sum over one octant with multiplicities."""
    m = np.arange(int(6.2 * L / (2 * np.pi * s)) + 2)
    q2 = (2 * np.pi * m / L)**2
    weight = np.where(m == 0, 1.0, 2.0) * np.exp(-s**2 * q2)
    total = 0.0
    for i in range(len(m)):
        plane = kernel(q2[i] + q2[:, None] + q2[None, :])
        total += weight[i] * (weight @ plane @ weight)
    if not keep_zero:
        total -= np.pi / omega**2
    return -total / (2 * L**3)


# Kernel from its definition by real-space quadrature
r_max = 8 / omega
for q in (0.02, 0.1, 0.3, 0.8):
    integral = quad(lambda r: erfc(omega * r) * np.sin(q * r), 0, r_max,
                    limit=400, epsabs=1e-12)[0]
    assert abs(4 * np.pi / q * integral / kernel(q**2) - 1) < 1e-8
v0_quadrature = 4 * np.pi * quad(lambda r: r * erfc(omega * r), 0, r_max,
                                 limit=400)[0]
v0 = np.pi / omega**2
assert abs(v0_quadrature / v0 - 1) < 1e-8

# Symbolic expansion at small q
q_s, w_s = sp.symbols("q w", positive=True)
series = sp.series(4 * sp.pi / q_s**2 * (1 - sp.exp(-q_s**2 / (4 * w_s**2))),
                   q_s, 0, 4).removeO()
expected = sp.pi / w_s**2 * (1 - q_s**2 / (8 * w_s**2))
assert sp.simplify(series - expected) == 0

# SI form of the same limit
v0_si = const.e**2 / (4 * const.epsilon_0 * (omega / BOHR)**2)
assert abs(v0_si / (v0 * HARTREE * BOHR**3) - 1) < 1e-7

# Infinite-cell energy from the distribution of electron separations
for s in (0.5, 1.0, 2.0):
    norm = (4 * np.pi * s**2)**-1.5
    average = quad(lambda r: 4 * np.pi * r * norm * np.exp(-r**2 / (4 * s**2))
                   * erfc(omega * r), 0, 16 * s, epsabs=1e-13)[0]
    assert abs(-0.5 * average - energy_infinite(s)) < 1e-10

# Interaction of two displaced Gaussian densities by quadrature
for s, R in ((1.0, 10.0), (1.0, 24.0), (2.0, 20.0)):
    def integrand(r):
        gauss = (np.exp(-(r - R)**2 / (4 * s**2))
                 - np.exp(-(r + R)**2 / (4 * s**2)))
        return gauss * erfc(omega * r) / (R * s * np.sqrt(4 * np.pi))
    numeric = quad(integrand, max(0, R - 16 * s), R + 16 * s, points=[R],
                   epsabs=1e-15, epsrel=1e-10, limit=400)[0]
    assert abs(numeric / image_interaction(R, s) - 1) < 1e-6

# Error formula against explicit reciprocal sums
e_inf = energy_infinite(width)
table = []
for L in (10.0, 15.0, 20.0, 25.0, 30.0):
    direct = energy_cell(L, width) - e_inf
    assert abs(direct - image_error(L, width)) < 1e-11
    dropped = energy_cell(L, width, keep_zero=False) - e_inf
    table.append((L, direct * MEV, dropped * MEV))

# k-mesh: real Bloch coefficients, two k-points per direction, primitive edge 12
n_k, edge = 2, 12.0
big = n_k * edge
p = np.arange(-40, 41)
bloch = []
for j in range(n_k):
    c = np.where((p - j) % n_k == 0, np.exp(-width**2 * (2 * np.pi * p / big)**2), 0)
    bloch.append(c / np.linalg.norm(c))
pair = sum(np.correlate(a, b, "full")**2 for a in bloch for b in bloch) / n_k**2
shift = np.arange(-80, 81)
inside = np.abs(shift) <= 40
pair, Q2 = pair[inside], (2 * np.pi * shift[inside] / big)**2
mesh_sum = sum(pair[i] * (pair @ kernel(Q2[i] + Q2[:, None] + Q2[None, :]) @ pair)
               for i in range(len(pair)))
e_mesh = -mesh_sum / (2 * edge**3)
# neighbouring orbitals overlap by about 1e-8, which sets the tolerance
assert abs(e_mesh - energy_cell(big, width)) < 5e-8
assert abs(image_error(big, width)) > 1e-5


def required_edge(threshold_mev, s):
    """Cell edge for a given error, confirmed by the explicit reciprocal sum."""
    L = brentq(lambda x: -image_error(x, s) * MEV - threshold_mev, 8, 60)
    check = (energy_infinite(s) - energy_cell(L, s)) * MEV
    assert abs(check / threshold_mev - 1) < 1e-5
    return L


L_main = required_edge(1.0, width)
w_eff = omega_eff(width)
eta = 1.0 / MEV
nearest = 3 * erfc(w_eff * L_main) / L_main * MEV
assert abs(nearest - 1) < 0.01            # six nearest images dominate

iterates = [20.0]
for _ in range(6):
    argument = 3 / (np.sqrt(np.pi) * w_eff * eta * iterates[-1]**2)
    iterates.append(np.sqrt(np.log(argument)) / w_eff)
assert abs(iterates[-1] / L_main - 1) < 0.01

# Cell needed when the Q = 0 term is left out
L_drop = brentq(lambda x: (np.pi / (2 * omega**2 * x**3) + image_error(x, width))
                * MEV - 1.0, 60, 400)
drop_check = (energy_cell(L_drop, width, keep_zero=False) - e_inf) * MEV
assert abs(drop_check - 1) < 1e-5
assert L_drop > 3 * L_main

print(f"omega = {omega:.2f} 1/bohr")
print(f"orbital density width s = {width:.1f} bohr")
print(f"v(0) = pi/omega^2 = {v0:.3f} hartree bohr^3")
print(f"v(0) by real-space quadrature = {v0_quadrature:.3f} hartree bohr^3")
print(f"v(0) in SI, e^2/(4 eps0 omega^2) = {v0_si:.4e} J m^3")
print(f"omega_eff = {w_eff:.5f} 1/bohr")
print(f"infinite-cell exchange energy = {e_inf:.6f} hartree")
print("Error per electron in meV: Q=0 kept, Q=0 dropped")
for L, kept, dropped in table:
    print(f"  L = {L:.0f} bohr: {kept:.5f} meV, {dropped:.3f} meV")
print(f"k-mesh energy, 2x2x2, primitive edge {edge:.0f} bohr = {e_mesh:.8f} hartree")
print(f"single-cell energy, L = {big:.0f} bohr = {energy_cell(big, width):.8f} hartree")
print(f"threshold 1 meV = {eta:.5e} hartree")
print("hand iteration for L (bohr): " + ", ".join(f"{x:.3f}" for x in iterates))
print("Required L with Q=0 kept, s = 1 bohr")
for threshold in (10.0, 1.0, 0.1, 0.01):
    print(f"  error {threshold:g} meV: L = {required_edge(threshold, width):.2f} bohr")
print(f"main result, 1 meV: L = {L_main:.2f} bohr = {L_main * ANGSTROM:.2f} angstrom")
print(f"omega_eff*L at main result = {w_eff * L_main:.3f} (no unit)")
print(f"omega*L at main result = {omega * L_main:.3f} (no unit)")
print(f"six nearest images at main result = {nearest:.4f} meV")
print(f"grid spacing 2 pi/L at main result = {2 * np.pi / L_main:.4f} 1/bohr")
print("Required L for 1 meV at other orbital widths")
for s in (0.5, 2.0):
    print(f"  s = {s:.1f} bohr: L = {required_edge(1.0, s):.2f} bohr")
mixing = 0.25
print(f"mixing fraction {mixing:.2f}, 1 meV in the hybrid energy: "
      f"L = {required_edge(1.0 / mixing, width):.2f} bohr")
print(f"Q=0 dropped, 1 meV: L = {L_drop:.1f} bohr")
print(f"ratio of the two edges = {L_drop / L_main:.2f} (no unit)")
print("all tests passed")
```

Running it gives:

```
omega = 0.11 1/bohr
orbital density width s = 1.0 bohr
v(0) = pi/omega^2 = 259.636 hartree bohr^3
v(0) by real-space quadrature = 259.636 hartree bohr^3
v(0) in SI, e^2/(4 eps0 omega^2) = 1.6774e-46 J m^3
omega_eff = 0.10743 1/bohr
infinite-cell exchange energy = -0.221483 hartree
Error per electron in meV: Q=0 kept, Q=0 dropped
  L = 10 bohr: -1491.97639 meV, 2040.548 meV
  L = 15 bohr: -133.49036 meV, 913.184 meV
  L = 20 bohr: -9.80154 meV, 431.764 meV
  L = 25 bohr: -0.47618 meV, 225.605 meV
  L = 30 bohr: -0.01406 meV, 130.820 meV
k-mesh energy, 2x2x2, primitive edge 12 bohr = -0.22151670 hartree
single-cell energy, L = 24 bohr = -0.22151670 hartree
threshold 1 meV = 3.67493e-05 hartree
hand iteration for L (bohr): 20.000, 24.587, 23.848, 23.959, 23.942, 23.945, 23.944
Required L with Q=0 kept, s = 1 bohr
  error 10 meV: L = 19.96 bohr
  error 1 meV: L = 23.84 bohr
  error 0.1 meV: L = 27.31 bohr
  error 0.01 meV: L = 30.45 bohr
main result, 1 meV: L = 23.84 bohr = 12.62 angstrom
omega_eff*L at main result = 2.562 (no unit)
omega*L at main result = 2.623 (no unit)
six nearest images at main result = 0.9985 meV
grid spacing 2 pi/L at main result = 0.2635 1/bohr
Required L for 1 meV at other orbital widths
  s = 0.5 bohr: L = 23.45 bohr
  s = 2.0 bohr: L = 25.33 bohr
mixing fraction 0.25, 1 meV in the hybrid energy: L = 21.56 bohr
Q=0 dropped, 1 meV: L = 152.3 bohr
ratio of the two edges = 6.39 (no unit)
all tests passed
```
